# Single-Photon Scattering by a Two-Level Emitter in a Waveguide: a numerical check

```python
"""Single-photon scattering by a two-level emitter in a waveguide.

Result under test, for equal coupling to both propagation directions:
    t = (D + i*go/2) / (D + i*(gg+go)/2),  r = -i*(gg/2) / (D + i*(gg+go)/2)
    D  = photon angular frequency minus emitter angular frequency
    gg = population decay rate into the guide (both directions together)
    go = population decay rate into all other channels
    beta = gg/(gg+go);  at D = 0: T = (1-beta)^2, R = beta^2,
    lost share = 2*beta*(1-beta).
Independent road: time evolution of a photon packet on a tight-binding
chain with an emitter at its middle site; the emitter also feeds the end
of a second, different chain, which carries lost photons away.
Time dependence is exp(-i*E*time), with hbar = 1.
"""
import numpy as np
from scipy.integrate import cumulative_trapezoid, quad, trapezoid
from scipy.sparse import diags
from scipy.sparse.linalg import expm_multiply


def amplitudes(detuning, rate_guide, rate_other):
    """Derived transmission and reflection amplitudes."""
    denominator = detuning + 0.5j * (rate_guide + rate_other)
    return ((detuning + 0.5j * rate_other) / denominator,
            -0.5j * rate_guide / denominator)


def pulse_average(function, width):
    """Average over a Gaussian spectrum with standard deviation width."""
    def integrand(d):
        return (function(d) * np.exp(-d**2 / (2 * width**2))
                / (width * np.sqrt(2 * np.pi)))
    return quad(integrand, -8 * width, 8 * width, points=[0.0], limit=200)[0]


# Narrow, lopsided coupling profile: the emitter must see half of the jump.
x_profile = np.linspace(0, 40, 40001)
profile = x_profile * np.exp(-x_profile)
small_k = 0.01
inner = cumulative_trapezoid(profile * np.exp(-1j * small_k * x_profile),
                             x_profile, initial=0)
half_jump = trapezoid(profile * np.exp(1j * small_k * x_profile) * inner,
                      x_profile)
# The remaining deviation is of first order in k times the profile width.
assert abs(half_jump - 0.5) < 0.01

# Chain model; energies in units of the guide hopping.
hop_guide, hop_loss = 1.0, 1.5
half_length, loss_length = 650, 700
sites = np.arange(-half_length, half_length + 1)
n_guide = sites.size
emitter = n_guide
speed = 2 * hop_guide              # group speed at the band centre
total_rate = 0.1                   # small against the bandwidth
packet_sigma, packet_start, run_time = 20.0, -300, 400.0
spectral_width = speed / (2 * packet_sigma)
relative_detunings = np.array([-1.0, -0.5, 0.0, 0.5, 1.0])


def simulate(beta):
    """Scatter a packet and let an excited emitter decay."""
    rate_guide, rate_other = beta * total_rate, (1 - beta) * total_rate
    coupling_guide = np.sqrt(rate_guide * speed / 2)
    # Golden rule with end-site density of states 1/(pi*hop_loss).
    coupling_loss = np.sqrt(rate_other * hop_loss / 2)
    off = np.concatenate([np.full(n_guide - 1, -hop_guide), [0.0],
                          [coupling_loss],
                          np.full(loss_length - 1, -hop_loss)])
    hamiltonian = diags([off, off], [-1, 1]).tolil()
    hamiltonian[emitter, half_length] = coupling_guide
    hamiltonian[half_length, emitter] = coupling_guide
    generator = (-1j * hamiltonian).tocsr()
    size = generator.shape[0]

    start = np.zeros(size, complex)
    start[:n_guide] = np.exp(-(sites - packet_start)**2
                             / (4 * packet_sigma**2) + 0.5j * np.pi * sites)
    start /= np.linalg.norm(start)
    final = expm_multiply(generator * run_time, start)
    assert abs(np.linalg.norm(final) - 1) < 1e-8

    right, left = sites > 0, sites < 0
    field = final[:n_guide]
    t_values, r_values = [], []
    for energy in relative_detunings * total_rate:
        k = np.arccos(-energy / (2 * hop_guide))
        incoming = np.sum(np.exp(-1j * k * sites) * start[:n_guide])
        phase = np.exp(1j * energy * run_time)
        t_values.append(phase * np.sum(
            np.exp(-1j * k * sites[right]) * field[right]) / incoming)
        r_values.append(phase * np.sum(
            np.exp(1j * k * sites[left]) * field[left]) / incoming)

    excited = np.zeros(size, complex)
    excited[emitter] = 1
    times = np.linspace(5, 25, 81)
    # Evolve to the first time, then over the remaining interval.
    first = expm_multiply(generator * times[0], excited)
    history = expm_multiply(generator, first, start=0,
                            stop=times[-1] - times[0], num=times.size)
    population = np.abs(history[:, emitter])**2
    decay_rate = -np.polyfit(times, np.log(population), 1)[0]
    late = expm_multiply(generator * 200.0, excited)
    in_guide = np.sum(np.abs(late[:n_guide])**2)
    in_loss = np.sum(np.abs(late[emitter + 1:])**2)
    return dict(t=np.array(t_values), r=np.array(r_values),
                pulse_T=np.sum(np.abs(field[right])**2),
                pulse_loss=np.sum(np.abs(final[emitter + 1:])**2),
                decay_rate=decay_rate, share=in_guide / (in_guide + in_loss))


beta_values = [1.0, 0.9, 0.5]
runs = {}
for beta in beta_values:
    run = runs[beta] = simulate(beta)
    rate_guide, rate_other = beta * total_rate, (1 - beta) * total_rate
    t_formula, r_formula = amplitudes(relative_detunings * total_rate,
                                      rate_guide, rate_other)
    # Off resonance the finite chain bands shift t and r by some 0.001.
    assert np.max(np.abs(run["t"] - t_formula)) < 5e-3
    assert np.max(np.abs(run["r"] - r_formula)) < 5e-3
    # Interference relation between two separately extracted amplitudes.
    assert np.max(np.abs(run["t"] - run["r"] - 1)) < 2e-3
    # Resonant values, and the position of the transmission minimum.
    T_sim, R_sim = np.abs(run["t"])**2, np.abs(run["r"])**2
    assert abs(T_sim[2] - (1 - beta)**2) < 1e-3
    assert abs(R_sim[2] - beta**2) < 1e-3
    assert np.argmin(T_sim) == 2
    # Half depth and half height at a detuning of half the total rate.
    assert abs(R_sim[3] / R_sim[2] - 0.5) < 0.01
    assert abs((1 - T_sim[3]) / (1 - T_sim[2]) - 0.5) < 0.01
    # Free decay: finite bands change the rate by about one percent.
    assert abs(run["decay_rate"] / total_rate - 1) < 0.03
    assert abs(run["share"] - beta) < 0.01
    # Whole-pulse probabilities against spectral averages.
    mean_T = pulse_average(
        lambda d: abs(amplitudes(d, rate_guide, rate_other)[0])**2,
        spectral_width)
    mean_loss = pulse_average(
        lambda d: 0.5 * rate_guide * rate_other
        / (d**2 + total_rate**2 / 4), spectral_width)
    assert abs(run["pulse_T"] - mean_T) < 5e-3
    assert abs(run["pulse_loss"] - mean_loss) < 5e-3

# Worked example: round model parameters.
guide, other = 1.8, 0.2            # decay rates in 1/ns
total = guide + other
beta_example = guide / total
print("WORKED EXAMPLE")
print(f"decay rate into guide      = {guide:.1f} 1/ns")
print(f"decay rate elsewhere       = {other:.1f} 1/ns")
print(f"total decay rate           = {total:.1f} 1/ns")
print(f"beta                       = {beta_example:.3f}")
print(f"excited-state lifetime     = {1 / total:.3f} ns")
print(f"linewidth (FWHM)           = {total / (2 * np.pi):.4f} GHz")
t0, r0 = amplitudes(0.0, guide, other)
print(f"resonant amplitude t       = {t0.real:.3f} (no unit)")
print(f"resonant amplitude r       = {r0.real:.3f} (no unit)")
print("Detuning table, beta = 0.9 (probabilities; sim = chain model)")
print("D (1/ns)  T        R        lost     T sim    R sim")
for index in (2, 3, 4):
    d = relative_detunings[index] * total
    t, r = amplitudes(d, guide, other)
    T, R = abs(t)**2, abs(r)**2
    Ts = abs(runs[0.9]["t"][index])**2
    Rs = abs(runs[0.9]["r"][index])**2
    print(f"{d:5.1f}     {T:.4f}   {R:.4f}   {1 - T - R:.4f}   "
          f"{Ts:.4f}   {Rs:.4f}")
print("Resonance table (probabilities; sim = chain model)")
print("beta   T        R        lost     T sim    R sim")
for beta in beta_values:
    t, r = amplitudes(0.0, beta, 1 - beta)
    T, R = abs(t)**2, abs(r)**2
    Ts, Rs = abs(runs[beta]["t"][2])**2, abs(runs[beta]["r"][2])**2
    print(f"{beta:.1f}    {T:.4f}   {R:.4f}   {abs(1 - T - R):.4f}   "
          f"{Ts:.4f}   {Rs:.4f}")
print("Free decay in chain model")
for beta in beta_values:
    print(f"beta {beta:.1f}: rate/expected = "
          f"{runs[beta]['decay_rate'] / total_rate:.4f}, "
          f"guide share = {runs[beta]['share']:.4f}")
print("Resonant Gaussian pulse, mean transmission (probability)")
print("spectral std is that of the intensity, in total decay rates")
for width in (0.05, spectral_width / total_rate):
    means = [pulse_average(
        lambda d, b=b: abs(amplitudes(d, b, 1 - b)[0])**2, width)
        for b in (1.0, 0.9)]
    print(f"std {width:.2f}: beta 1.0 -> {means[0]:.4f}, "
          f"beta 0.9 -> {means[1]:.4f}")
print(f"chain model, std {spectral_width / total_rate:.2f}: "
      f"beta 1.0 -> {runs[1.0]['pulse_T']:.4f}, "
      f"beta 0.9 -> {runs[0.9]['pulse_T']:.4f}")
print("all tests passed")
```

Output:

```
WORKED EXAMPLE
decay rate into guide      = 1.8 1/ns
decay rate elsewhere       = 0.2 1/ns
total decay rate           = 2.0 1/ns
beta                       = 0.900
excited-state lifetime     = 0.500 ns
linewidth (FWHM)           = 0.3183 GHz
resonant amplitude t       = 0.100 (no unit)
resonant amplitude r       = -0.900 (no unit)
Detuning table, beta = 0.9 (probabilities; sim = chain model)
D (1/ns)  T        R        lost     T sim    R sim
  0.0     0.0100   0.8100   0.1800   0.0100   0.8100
  1.0     0.5050   0.4050   0.0900   0.5040   0.4058
  2.0     0.8020   0.1620   0.0360   0.8011   0.1628
Resonance table (probabilities; sim = chain model)
beta   T        R        lost     T sim    R sim
1.0    0.0000   1.0000   0.0000   0.0000   1.0000
0.9    0.0100   0.8100   0.1800   0.0100   0.8100
0.5    0.2500   0.2500   0.5000   0.2500   0.2500
Free decay in chain model
beta 1.0: rate/expected = 1.0000, guide share = 1.0000
beta 0.9: rate/expected = 1.0017, guide share = 0.9015
beta 0.5: rate/expected = 1.0085, guide share = 0.5042
Resonant Gaussian pulse, mean transmission (probability)
spectral std is that of the intensity, in total decay rates
std 0.05: beta 1.0 -> 0.0097, beta 0.9 -> 0.0196
std 0.50: beta 1.0 -> 0.3443, beta 0.9 -> 0.3509
chain model, std 0.50: beta 1.0 -> 0.3442, beta 0.9 -> 0.3502
all tests passed
```
